# Infrared cancellation and finite remainder in a bound electron's perturbed self-energy, part 1

(Sections cited here and not found follow in the second part.)

## 1. Definitions and conventions

Units are \(\hbar=c=m=1\), and \(\alpha\) is the fine-structure constant. The Furry-picture electron moves in \(H=\boldsymbol\alpha\cdot\mathbf p+\beta+V(\mathbf r)\), with \(V\) static and local, and \(H|n\rangle=\varepsilon_n|n\rangle\) covers both energy signs. The reference state \(|a\rangle\) is bound, with \(\varepsilon_a>0\). The states \(a',a''\) run over an orthonormal basis of the whole eigenspace of \(\varepsilon_a\), with projector \(P\). Every other level lies at least a gap \(d\) away: \(|\Delta_n|\ge d\), \(\Delta_n=\varepsilon_a-\varepsilon_n\).

The photon has mass \(\mu\) and a Feynman-type propagator, without \(k^\mu k^\nu/\mu^2\) terms:
\[ I(\omega)=\alpha\,(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\,\frac{e^{i\kappa r_{12}}}{r_{12}},\qquad \kappa=\sqrt{\omega^2-\mu^2+i0},\quad \mathrm{Im}\,\kappa>0 . \]
The one-loop self-energy is
\[ \langle a|\Sigma(E)|b\rangle=\frac{i}{2\pi}\int_{-\infty}^{\infty}d\omega\sum_n\frac{\langle a\,n|I(\omega)|n\,b\rangle}{E-\omega-\varepsilon_n(1-i0)} , \]
where in \(\langle ab|I|cd\rangle\) particle 1 goes \(c\to a\) and particle 2 goes \(d\to b\). An ultraviolet regulator is understood in the full sums. The terms isolated below converge without it.

The perturbation is \(H\to H+\lambda\,\delta V\). A symmetry respected by \(H\), \(\delta V\) and \(\Sigma\) is assumed to distinguish \(a\) from its degenerate partners; \(J_z\) does this for \(1s\) in a field along \(z\). Then \(P\,\delta V|a\rangle=\delta E|a\rangle\) with \(\delta E=\langle a|\delta V|a\rangle\), and the first-order state \(|\delta a\rangle=\sum_{n\notin P}|n\rangle\,\delta V_{na}/\Delta_n\) has no part in \(P\).

The correction of first order in both \(\alpha\) and \(\delta V\) is the derivative of \(\langle a_\lambda|\Sigma_\lambda(\varepsilon_\lambda)|a_\lambda\rangle\) at \(\lambda=0\). The resolvent \(G=(\varepsilon_\lambda-\omega-H-\lambda\delta V)^{-1}\) obeys \(dG/d\lambda=-G(\delta E-\delta V)G\), because \(d(A^{-1})=-A^{-1}\,dA\,A^{-1}\). With \(D_n=\Delta_n-\omega+i0\,s_n\) and \(s_n=\mathrm{sign}\,\varepsilon_n\), the product rule gives three terms:
\[ \Delta E_{\rm irr}=\langle\delta a|\Sigma(\varepsilon_a)|a\rangle+\langle a|\Sigma(\varepsilon_a)|\delta a\rangle , \]
\[ \Delta E_{\rm red}=-\delta E\,\frac{i}{2\pi}\int d\omega\sum_n\frac{\langle a\,n|I|n\,a\rangle}{D_n^2}=\delta E\,\langle a|\Sigma'(\varepsilon_a)|a\rangle , \]
\[ \Delta E_{\rm ver}=\frac{i}{2\pi}\int d\omega\sum_{n_1n_2}\frac{\langle a\,n_2|I|n_1\,a\rangle\,\delta V_{n_1n_2}}{D_{n_1}D_{n_2}} . \]
The mass counterterm \(-\delta m\,\beta\) depends on neither \(E\) nor \(\delta V\), so it enters only the irreducible term.

## 2. The photon-energy integral

The angular integral of \(4\pi\int d^3k\,(2\pi)^{-3}e^{i\mathbf k\cdot\mathbf r}/(k^2-\kappa^2)\) leaves \((2/\pi r)\int_0^\infty k\sin kr\,dk/(k^2-\kappa^2)\). Extended to the whole line this is \((1/i\pi r)\int k\,e^{ikr}dk/(k^2-\kappa^2)\), and the residue \(e^{i\kappa r}/2\) at \(k=\kappa\) gives \(e^{i\kappa r}/r\). With \(\omega_k=\sqrt{k^2+\mu^2}\) and \(j_0(x)=\sin x/x\),
\[ \frac{e^{i\kappa r}}{r}=\frac2\pi\int_0^\infty dk\,\frac{k^2j_0(kr)}{\omega_k^2-\omega^2-i0} . \]
The photon poles are \(\omega=\omega_k-i0\), with residue \(-1/2\omega_k\), and \(\omega=-\omega_k+i0\), with residue \(+1/2\omega_k\).

For \(s=+1\) the electron pole \(\omega=\Delta+i0\) lies above the axis. Closing below picks up only the photon pole and gives \((i/2\pi)(-2\pi i)(-1/2\omega_k)/(\Delta-\omega_k)\). For \(s=-1\) the electron pole lies below, and closing above gives \((i/2\pi)(2\pi i)(1/2\omega_k)/(\Delta+\omega_k)\). Both cases read
\[ f=-\frac{1}{2\omega_k(\Delta-s\,\omega_k)} . \]
The sign can be checked on the vector part, which carries \(-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2\): a positive-energy state contributes \(+|\boldsymbol\alpha_{an}|^2/[2\omega_k(\varepsilon_a-\varepsilon_n-\omega_k)]\), the second-order shift from emission and reabsorption of a photon.

Two denominators of equal sign have their poles on the same side, so
\[ F_{12}=-\frac{1}{2\omega_k(\Delta_1-s\omega_k)(\Delta_2-s\omega_k)} . \]
For \(s_1=+1\), \(s_2=-1\), the identity \(1/D_1D_2=(1/D_1-1/D_2)/(\Delta_2-\Delta_1)\) gives
\[ F_{12}=\frac{f_1-f_2}{\Delta_2-\Delta_1}=-\frac{1}{2\omega_k(\Delta_1-\omega_k)(\Delta_2+\omega_k)}\Big[1+\frac{2\omega_k}{\varepsilon_1-\varepsilon_2}\Big] , \]
where the second form follows from the common numerator \((\Delta_2+\omega_k)-(\Delta_1-\omega_k)\) and \(\Delta_2-\Delta_1=\varepsilon_1-\varepsilon_2\). The program tests these factors against a direct \(\omega\) integral along the rotated line \(\omega=\mu/2+iy\), for both signs and for a mixed pair, to \(10^{-6}\) absolute.

## 3. Simplest case: one level, long wavelength

Let \(a\) be nondegenerate, keep only the intermediate state \(n=a\), keep the charge part of the coupling, and set \(j_0\to1\) up to a cutoff \(\Lambda\). Then \(\Delta=0\), \(F=-1/2\omega_k^3\), and
\[ \Delta E_{\rm ver}^{\rm ref}=-\frac{\alpha}{\pi}\,\delta E\int_0^\Lambda\frac{k^2dk}{\omega_k^3}=-\frac\alpha\pi\,\delta E\Big[\operatorname{arsinh}\frac\Lambda\mu-\frac{\Lambda}{\sqrt{\Lambda^2+\mu^2}}\Big] , \]
as differentiation confirms: \(1/\omega_k-(1/\omega_k-k^2/\omega_k^3)=k^2/\omega_k^3\). For \(\mu\ll\Lambda\) the bracket is \(\ln(2\Lambda/\mu)-1\), so the vertex term behaves as \(+(\alpha/\pi)\,\delta E\ln\mu\). The reducible term is the same integral with \(-\delta E\) in place of \(\delta V_{aa}=\delta E\).

The sum vanishes for every \(\mu\). The denominator \(\varepsilon_\lambda-\omega-\varepsilon_{n,\lambda}\) with \(n=a\) equals \(-\omega\) for any \(\lambda\): the reducible term moves the first energy, the vertex term moves the second, and both move by \(\delta E\). This holds equally with the full \(I(\omega)\). A nondegenerate level therefore has cancelling reference parts and no remainder. Three things are still open: that no other term diverges, the exact kernel, and degeneracy.

## 4. Only the double reference pole diverges

Write \(j_0(kr_{12})=\int(d\Omega_k/4\pi)\,e^{i\mathbf k\cdot\mathbf r_1}e^{-i\mathbf k\cdot\mathbf r_2}\). At fixed \(\mathbf k\) each term is a matrix element \(\langle a|\Gamma e^{i\mathbf k\cdot\mathbf r}\,X\,\Gamma e^{-i\mathbf k\cdot\mathbf r}|a\rangle\) with \(\Gamma\in\{1,\alpha_i\}\), and the outer operators have norm one. Take \(k<d/4\) and \(\mu<d/4\), so that \(\omega_k<d/2\). A non-reference denominator then obeys \(|\Delta-s\omega_k|\ge d/2\), and the sum over such states is an operator of norm at most \(2/d\). A reference denominator is \(-\omega_k\). The bracket in the mixed factor is bounded because \(\varepsilon_1-\varepsilon_2\) exceeds the lowest positive level, and it separates into operators through \(1/(\varepsilon_1-\varepsilon_2)=\int_0^\infty d\tau\,e^{-\tau\varepsilon_1}e^{\tau\varepsilon_2}\). For bounded \(\delta V\) the integrand is therefore at most a constant times \(k^2/\omega_k^{1+n}\le k^{1-n}\), where \(n\) counts the reference denominators. For \(n=0\) and \(n=1\) this bound is integrable and independent of \(\mu\), so the limit \(\mu\to0\) exists by dominated convergence. For a perturbation that grows with \(r\), such as the Zeeman term, the case \(n=1\) needs only that \(\delta V|a'\rangle\) be normalizable; for \(n=0\) it is assumed that \(\delta V\) has finite matrix elements between the localized functions that the reduced resolvent produces.

For \(k>d/4\) no reference denominator is small. If \(a\) is excited, lower positive levels give poles at \(\omega_k=\Delta_n+i0\ge d\). These describe real decay, are passed by deforming the \(k\) contour, and move smoothly with \(\mu\).

The case \(n=2\) occurs only in \(\Delta E_{\rm red}\) with \(n\in P\) and in \(\Delta E_{\rm ver}\) with \(n_1,n_2\in P\). The irreducible term has a single denominator. Its reference kernel has \(f=+1/2\omega_k^2\), so it is half the spectral integral of section 2 at \(\kappa=i\mu\), namely \(e^{-\mu r}/2r\), which is finite at \(\mu=0\). At \(\mu=0.3\), \(r=1.3\) the contour integral and this form both give \(0.26040649\).

## 5. The exact kernel

With \(F=-1/2\omega_k^3\),
\[ J(\mu,r)=\frac{i}{2\pi}\int d\omega\,\frac{e^{i\kappa r}/r}{(-\omega+i0)^2}=-\frac1\pi\int_0^\infty\frac{k\sin kr}{r\,\omega_k^3}\,dk . \]
Since \(k/\omega_k^3=-d(1/\omega_k)/dk\) and \(\sin(kr)/\omega_k\) vanishes at both ends, integration by parts gives \(J=-(1/\pi)\int_0^\infty\cos(kr)\,dk/\omega_k\). The integral is \(\tfrac12\int_{-\infty}^\infty e^{ikr}dk/\omega_k\). Wrapping this contour round the cut \(k=iq\), \(q>\mu\), where the root is \(\pm i\sqrt{q^2-\mu^2}\), makes the two sides add to \(\int_\mu^\infty e^{-qr}dq/\sqrt{q^2-\mu^2}\). With \(q=\mu\cosh u\),
\[ J=-\frac1\pi K_0(\mu r),\qquad K_0(x)=\int_0^\infty e^{-x\cosh u}\,du . \]
At \(\mu=0.3\), \(r=1.3\) the contour integral and \(-K_0/\pi\) both give \(-0.36182505\). The singularity at \(r\to0\) is logarithmic and integrable, so the reference terms need no ultraviolet regulator.

Define \(R(x)=K_0(x)+\ln(x/2)+\gamma_E\). Three facts control it.

First, \(R(0)=0\). With \(t=\cosh u\), \(K_0=\int_1^\infty e^{-xt}dt/t+\int_1^\infty e^{-xt}[(t^2-1)^{-1/2}-1/t]\,dt\). The second integral tends to \(\lim_{T\to\infty}(\operatorname{arcosh}T-\ln T)=\ln2\). The first equals \(-e^{-x}\ln x+\int_x^\infty e^{-s}\ln s\,ds\) by parts and tends to \(-\ln x-\gamma_E\), since \(\int_0^\infty e^{-s}\ln s\,ds=-\gamma_E\).

Second, \((xR')'=xK_0\). Indeed \(x(K_0''-K_0)+K_0'=\int(x\sinh^2u-\cosh u)e^{-x\cosh u}du=-\int d(\sinh u\,e^{-x\cosh u})=0\), and \(xR'=xK_0'+1\). Also \(-xK_0'=\int_x^\infty s\,e^{-s}ds/\sqrt{s^2-x^2}\to1\), so \(xR'\to0\) at the origin. Two integrations give \(R(x)=\int_0^x(ds/s)\int_0^s tK_0(t)\,dt\).

Third, \(\cosh u\ge1+u^2/2\) gives \(0<K_0(t)\le\sqrt{\pi/2t}\). The inner integral is then at most \(\tfrac23\sqrt{\pi/2}\,s^{3/2}\), and
\[ 0\le R(x)\le\tfrac49\sqrt{\pi/2}\;x^{3/2}\quad\text{for all }x>0 . \]
The program asserts this bound on a grid from \(x=10^{-3}\) to \(10^2\). The bound overstates the remainder at small \(x\): inserting \(K_0\approx-\ln(t/2)-\gamma_E\) in the double integral gives the leading form \(R\approx(x^2/4)[1-\gamma_E-\ln(x/2)]\).

The four coupling matrices have norm one, so any matrix element of \((1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)R(\mu r_{12})\) is at most \(4\cdot\tfrac49\sqrt{\pi/2}\,\mu^{3/2}\) times an integral of \(r_{12}^{3/2}\) over products of bound-state moduli. That integral is finite by exponential decay. Inside matrix elements, then,
\[ \pi J=\ell(\mu)+\ln r_{12}+O(\mu^{3/2}),\qquad \ell(\mu)=\ln(\mu/2)+\gamma_E . \]

## 6. Degenerate level: the cancellation

The constant \(\ell(\mu)\) multiplies a matrix element that factorizes. In the vertex term its coefficient is
\[ \frac\alpha\pi\sum_{a'a''}\big[\langle a|a'\rangle\langle a''|a\rangle-\langle a|\boldsymbol\alpha|a'\rangle\cdot\langle a''|\boldsymbol\alpha|a\rangle\big]\delta V_{a'a''}=\frac\alpha\pi\big[\delta E-\langle a|\alpha_iP\,\delta V P\alpha_i|a\rangle\big] , \]
with \(i\) summed. In the reducible term it is \(-(\alpha/\pi)\,\delta E\,[1-\langle a|\alpha_iP\alpha_i|a\rangle]\). The charge parts cancel by orthonormality alone, and the net coefficient is
\[ \frac\alpha\pi\,\langle a|\alpha_iP(\delta E-\delta V)P\alpha_i|a\rangle . \]
It vanishes because \(P\alpha_iP=0\). From \([p_j,r_i]=-i\delta_{ij}\) and \([\beta+V,r_i]=0\) one has \(\alpha_i=i[H,r_i]\). Moving \(H\) onto the bra costs no surface term for bound states, so
\[ \langle a|\alpha_i|a'\rangle=i(\varepsilon_a-\varepsilon_{a'})\langle a|r_i|a'\rangle=0 . \]
Hence \(\Delta E_{\rm ver}=+(\alpha/\pi)\delta E\ln\mu+O(1)\) and \(\Delta E_{\rm red}=-(\alpha/\pi)\delta E\ln\mu+O(1)\), and the reference parts sum to
\[ \Delta E_{\rm IR}=\frac\alpha\pi\Big[\sum_{a'a''}\langle a\,a''|\mathcal L|a'a\rangle\,\delta V_{a'a''}-\delta E\sum_{a'}\langle a\,a'|\mathcal L|a'a\rangle\Big] , \]
with \(\mathcal L=(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\ln r_{12}\). A change of length unit adds a constant to \(\ln r_{12}\), which drops out for the same reason as \(\ell(\mu)\). If \(P\,\delta V P=\delta E\,P\), the two sums are equal and section 3 is recovered. Otherwise the divergence cancels but a finite remainder can survive.

A long-wavelength photon couples to the total charge, which cannot change the state, and to the integrated current, which is the rate of change of the dipole moment and vanishes at zero transition frequency. Parity does not enforce the second statement when the shell contains both parities. For the Coulomb \(n=2\), \(j=1/2\) shell at \(Z=42\) the dipole element is \(|\langle2s|z|2p_{1/2}\rangle|=5.426087\,\hbar/mc\), yet the program finds all \(\boldsymbol\alpha\) elements in the shell below \(10^{-12}\). As a control, the \(1s\)–\(2p_{1/2}\) element is not zero: \((0.98789530-0.95187426)\times1.355933=0.048842\), equal to the directly computed \(|\langle1s|\alpha_z|2p_{1/2}\rangle|\).

The proof fails if \(V\) is nonlocal, since then \(i[H,\mathbf r]\ne\boldsymbol\alpha\) and the net coefficient need not vanish with this coupling. It also fails for continuum states, where there is no gap and \(\langle\mathbf r\rangle\) does not exist. If \(\delta V\) mixes the partners, as an electric field mixes \(2s\) and \(2p_{1/2}\), the symmetry assumption of section 1 is lost and the three-term decomposition must be replaced by a matrix problem in \(P\). If a partner \(n\) is split off by a small \(\Delta<0\), the massless kernel \(\int^\Lambda k\,dk/(k+|\Delta|)^2\) grows as \(\ln(\Lambda/|\Delta|)\), but its coefficient is \(|\boldsymbol\alpha_{an}|^2=\Delta^2|\mathbf r_{an}|^2\), so that logarithm disappears as the levels merge.

For a bound level in a local potential, the logarithmic infrared divergences of the vertex and reducible terms cancel, but a finite remainder \(\Delta E_{\rm IR}\) can survive when \(P\,\delta V P\) is not proportional to \(P\). It remains to test the decomposition on a model with a complete spectrum and to evaluate the remainder for the \(1s\) state in a magnetic field, with numbers for Mo\(^{41+}\).
